# How fast does a walker's overlap decay with electron number?

**Question.** In auxiliary-field Monte Carlo, each walker is a Slater determinant whose overlap with a trial determinant is needed at every step. How small is this overlap once both determinants are normalized, how does it scale with the number of electrons, and when does it become too small to store as an ordinary floating-point number?

**Answer.** The size is fixed by the angles between two occupied spaces, and the scaling by how those angles are distributed over the walkers. The first part is an identity. The second is an estimate that depends on the ensemble, so "typical" has to be defined before a rate can be quoted.

## The overlap as a product of cosines

Take one spin sector with $M$ orthonormal one-particle basis states and $N$ electrons. The columns of the $M\times N$ matrices $V$ and $W$ are the occupied orbitals of the trial state and of the walker. They must be linearly independent, but need not be orthonormal. The amplitude of a determinant on a basis configuration is the minor of the corresponding $N$ rows. Summing products of minors over all configurations gives, by the Cauchy–Binet identity, $\langle V|W\rangle=\det V^\dagger W$. The normalized modulus is therefore

$$|O|=\frac{|\det V^\dagger W|}{\sqrt{\det V^\dagger V\,\det W^\dagger W}} .$$

Write $V=Q_VR_V$ and $W=Q_WR_W$, with orthonormal columns in each $Q$ and invertible square $R$. Then

$$|\det V^\dagger W|=|\det R_V|\,|\det Q_V^\dagger Q_W|\,|\det R_W|,\qquad \det V^\dagger V=|\det R_V|^2,$$

and likewise for $W$. The factors of $R$ cancel. The singular values of $Q_V^\dagger Q_W$ lie between 0 and 1 and define the cosines of the principal angles $\theta_i$ between the occupied spaces. The modulus of a determinant is the product of its singular values, so

$$|O|=\prod_{i=1}^{N}\cos\theta_i .$$

For one pair with $M=6$ and $N=3$, the angles are 1.1008, 0.812 and 0.439 rad. Their cosines multiply to $0.4529\times0.6880\times0.9052\approx0.282$, in agreement with the sum over all 20 many-electron amplitudes.

Overlaps of different spin sectors multiply. From here on, when both spins are present, $N$ is the total electron number, and the decay rate per electron is

$$\kappa=-\frac{\ln|O|}{N}=-\frac1N\sum_i\ln\cos\theta_i,\qquad |O|=e^{-\kappa N}.$$

This becomes an exponential law when $\kappa$ tends to a positive constant as the system grows. The identity does not guarantee that. Identical spaces give $|O|=1$ for any $N$. If a fixed number of angles differ from zero and stay away from $\pi/2$, $|O|$ does not decay at all. A single right angle gives $|O|=0$. Exponential decay needs a finite, nonzero mean of $-\ln\cos\theta$ per electron. If all angles stay away from $\pi/2$, this requires the number of appreciably rotated orbitals to grow in proportion to $N$.

## A reference case: walkers with no memory of the trial state

Let the walker's occupied space be uniformly random, so that its distribution is unchanged by any unitary rotation of the $M$ basis states. Consider one spin sector. A rotation turns the trial state into a basis determinant, and permutations of the basis states make all basis determinants equivalent. There are $\binom MN$ of them, and the squared amplitudes of a normalized walker sum to one. Hence

$$\langle|O|^2\rangle=\binom MN^{-1}.$$

A mean can be raised by a few large values. As the typical size we therefore take the geometric mean, which is set by the mean logarithm. Generate the space from an $M\times N$ matrix $G$ of independent complex Gaussian entries with $\langle|g|^2\rangle=1$, and let $A$ be its top $N\times N$ block. If the trial state occupies the first $N$ basis states,

$$|O|^2=\frac{\det A^\dagger A}{\det G^\dagger G}.$$

Gram–Schmidt orthogonalization writes $\det G^\dagger G$ as a product of squared residual lengths. Column $j$ has lost $j-1$ directions, so its residual has $a=M-j+1$ independent complex Gaussian components. Its squared length $s$ has density $s^{a-1}e^{-s}/\Gamma(a)$, and

$$\langle\ln s\rangle=\frac{1}{\Gamma(a)}\int_0^\infty s^{a-1}e^{-s}\ln s\,ds=\frac{\Gamma'(a)}{\Gamma(a)}=\psi(a).$$

The same holds for $A$ with $M$ replaced by $N$. Subtracting the logarithms and reversing the order of the sum gives

$$\langle\ln|O|^2\rangle=\sum_{j=1}^{N}\left[\psi(j)-\psi(j+M-N)\right].$$

For $M=6$, $N=3$ this is $-3.700$, while $\ln(1/20)=-2.996$: the typical overlap lies below the root-mean-square one. The leading rates nevertheless agree. Since $\psi(j)=\ln j+O(1/j)$, the sum equals $-\ln\binom MN$ up to terms of order $\ln N$ at fixed filling $n=N/M<1$. Stirling's formula then gives

$$\kappa\to\frac{-n\ln n-(1-n)\ln(1-n)}{2n}.$$

The factor 2 appears because $\kappa$ refers to $|O|$ and not to $|O|^2$. At half filling $\kappa=\ln2$, so each electron costs a factor of one half. For $n\to0$ the rate grows as $\tfrac12(1-\ln n)$, because a larger basis offers more room to miss the trial space. For $n\to1$ it vanishes, since both spaces then fill almost the whole basis.

Real walkers start from a trial state and are repeatedly pulled towards low energy, so their rate has to come from their dynamics.

## Walkers driven by auxiliary fields

Take a Hubbard ring of $L$ sites with hopping $t$, repulsion $U$ and one electron per site, so $N=L$ with $L/2$ electrons of each spin. Let $L=4m+2$, which gives a closed shell. The trial state is the free-electron ground state. At fixed $N$, the interaction can be shifted by a constant to $U\sum_r[n_{r\uparrow}n_{r\downarrow}-\tfrac12(n_{r\uparrow}+n_{r\downarrow})]$. On each site,

$$e^{-\tau U[n_\uparrow n_\downarrow-(n_\uparrow+n_\downarrow)/2]}=\frac12\sum_{x=\pm1}e^{\gamma x(n_\uparrow-n_\downarrow)},\qquad \cosh\gamma=e^{\tau U/2}.$$

Both sides equal 1 on an empty or doubly occupied site. On a singly occupied site they are $e^{\tau U/2}$ and $\cosh\gamma$.

With $K$ the hopping matrix and $X=\mathrm{diag}(x_r)$, a spin-up walker is multiplied in each step by $e^{-\tau K/2}e^{\gamma X}e^{-\tau K/2}$. For spin down, $X$ changes sign. In a free walk, the signs $x_r$ are independent and equally likely.

**From orbitals to angles.** Let $V$ now hold the orthonormal occupied eigenvectors of $K$ and $V_\perp$ the empty ones. Unless the overlap vanishes, the walker's space is spanned by the columns of $V+V_\perp T$. Here $V^\dagger W=1$ and $W^\dagger W=1+T^\dagger T$, so for one spin

$$|O_\sigma|=\det(1+T^\dagger T)^{-1/2},\qquad -\ln|O_\sigma|=\tfrac12\mathrm{Tr}\ln(1+T^\dagger T)\approx\tfrac12\sum_{ai}|T_{ai}|^2 .$$

The columns of $W(W^\dagger W)^{-1/2}$ are orthonormal, and their overlap matrix with $V$ is $(1+T^\dagger T)^{-1/2}$. Its singular values are $\cos\theta_i$, so those of $T$ are $\tan\theta_i$, apart from zeros. The last form holds for small angles.

**One time step.** Let $a$ label empty and $i$ occupied orbitals, with $\Delta_{ai}=\varepsilon_a-\varepsilon_i>0$. A kinetic half-step multiplies the empty component by $e^{-\tau\varepsilon_a/2}$ and the occupied one by $e^{-\tau\varepsilon_i/2}$. Restoring the form $V+V_\perp T$ leaves the ratio $e^{-\tau\Delta_{ai}/2}$. Counting $T$ and $\gamma$ as small quantities of the same order, the field adds $\gamma\xi_{ai}$ with $\xi_{ai}=\sum_r\phi_a^*(r)x_r\phi_i(r)$. A whole step is then

$$T'_{ai}=e^{-\tau\Delta_{ai}}T_{ai}+e^{-\tau\Delta_{ai}/2}\gamma\,\xi_{ai}.$$

The kinetic energy shrinks the angles and the field creates new ones. Independent signs satisfy $\langle x_rx_{r'}\rangle=\delta_{rr'}$, and plane waves have $|\phi(r)|^2=1/L$, so

$$\langle|\xi_{ai}|^2\rangle=\sum_r|\phi_a(r)|^2|\phi_i(r)|^2=\frac1L .$$

The new field is independent of $T$, so there is no cross term. In the stationary state, $v_{ai}=\langle|T_{ai}|^2\rangle$ obeys

$$v=e^{-2\tau\Delta}v+e^{-\tau\Delta}\frac{\gamma^2}{L}\quad\Longrightarrow\quad v=\frac{\gamma^2}{L}\,\frac{e^{-\tau\Delta}}{1-e^{-2\tau\Delta}}=\frac{\gamma^2}{2L\sinh\tau\Delta}.$$

For $\tau\to0$, expanding $\cosh\gamma=e^{\tau U/2}$ gives $\gamma^2\to\tau U$, hence $v\to U/(2L\Delta)$. The time step drops out. Each spin contributes $\tfrac12\sum v$ and contains $L/2$ electrons, so

$$\kappa\simeq\frac{2}{L}\sum_{ai}\frac{U}{4L\Delta_{ai}}=\frac{U}{2L^2}\sum_{ai}\frac1{\Delta_{ai}} .$$

There are $L^2/4$ pairs, each with weight $1/L^2$. This is the origin of a rate independent of system size, provided that the small gaps of a long ring do not make the sum diverge.

**The gap sum.** Occupied momenta satisfy $|k|<\pi/2$ with energy $-2t\cos k$. Write empty momenta as $\pi-q$ with $|q|<\pi/2$, which gives energy $2t\cos q$. Then $\Delta=2t(\cos k+\cos q)$. With momentum spacing $2\pi/L$, and a factor 4 from the signs of $k$ and $q$,

$$\sum_{ai}\frac1{\Delta_{ai}}\to\frac{L^2}{4\pi^2}\cdot4\cdot\frac{I}{2t}=\frac{L^2I}{2\pi^2t},\qquad I=\int_0^{\pi/2}\!\!\int_0^{\pi/2}\frac{dk\,dq}{\cos k+\cos q}.$$

For the inner integral put $w=\tan(q/2)$, so that $\cos q=(1-w^2)/(1+w^2)$ and $dq=2\,dw/(1+w^2)$:

$$\int_0^1\frac{2\,dw}{(1+\cos k)-(1-\cos k)w^2}=\frac{2}{\sin k}\,\mathrm{artanh}\!\left(\tan\frac k2\right).$$

Now put $u=\tan(k/2)$. Since $dk/\sin k=du/u$,

$$I=2\int_0^1\frac{\mathrm{artanh}\,u}{u}\,du=2\sum_{p=0}^\infty\frac1{(2p+1)^2}=2\cdot\frac{\pi^2}{8}=\frac{\pi^2}{4}.$$

The gap sum is therefore $L^2/(8t)$, and

$$\kappa\simeq\frac{U}{16t},\qquad |O|\sim e^{-NU/(16t)} .$$

The integrand diverges at the corner where both states approach the Fermi level, but only as the inverse distance, which is integrable in two dimensions. Gapless excitations thus leave the leading rate finite. A direct sum for 2002 sites gives $\kappa t/U=0.06246$, against $1/16=0.0625$.

The result belongs to a definite order of limits: first weak coupling on a fixed ring, then a long ring. The smallest gap, $4t\sin(\pi/L)$, closes with $L$, and the expansion has not been shown to be uniform in $L$.

## Spin symmetry and importance sampling

The two spin factors fluctuate together. Let $S$ be diagonal with entries $(-1)^r$. On this ring $SKS=-K$ and $SXS=X$. If $B$ is the spin-up matrix of one step, the spin-down matrix is $SB^{-1}S$. Each $B$ is real and symmetric, so a spin-up product $\mathcal B$ over many steps corresponds to $S(\mathcal B^T)^{-1}S$ for spin down. The matrix $S$ exchanges the occupied and empty spaces, and $(\mathcal B^T)^{-1}$ maps the empty space onto the orthogonal complement of $\mathcal BV$, because $((\mathcal B^T)^{-1}y)^T\mathcal Bv=y^Tv=0$. The spin-down angles are thus those between the complements of the two spin-up spaces.

At half filling these angles are the same. In a unitary matrix with equal square blocks $a,b$ above $c,d$, one has $aa^\dagger=1-bb^\dagger$ and $d^\dagger d=1-b^\dagger b$, so $a$ and $d$ have the same singular values. Hence $|O_\uparrow|=|O_\downarrow|$ for every field history. The simulated logarithms agree to better than $10^{-6}$.

Importance sampling distributes walkers in proportion to their overlap with the trial state. The complementary-minor identity gives the unnormalized product of spin overlaps as $(\det V^T\mathcal BV)^2/\det\mathcal B$. This is non-negative, so it can serve as a weight.

To first order in $\gamma$, a field $x_r$ changes the logarithm of this weight by $\gamma x_r(\langle n_{r\uparrow}\rangle-\langle n_{r\downarrow}\rangle)$, which vanishes because both densities are one half. The first effect is a correlation of order $\gamma^2$ between pairs of fields. In $\langle|T|^2\rangle$ it is multiplied by another $\gamma^2$ and summed over pairs of steps. On a fixed ring the memory time is finite, so the number of relevant pairs scales as $1/\tau^2$, and the correction is of order $\gamma^4/\tau^2\sim U^2$. The term linear in $U$ is unchanged.

Full walks, without the small-angle approximation, were compared with this estimate for $L=18$, $U=0.05t$ and $\tau=0.1/t$. Summing $v=\gamma^2/(2L\sinh\tau\Delta)$ over the actual levels of this ring, at this time step, predicts $\kappa=0.00288$; the long-ring limit $U/(16t)$ would be 0.0031. The free walk gives 0.00282 and the importance-sampled walk 0.00288, both within the test tolerance of 8 percent of the prediction.

## How large is the effect at $U=4t$?

The coupling $U=4t$ is no longer weak. With $\tau=0.1/t$, the simulations give these means over walkers and times. They come from 120 walkers and carry sampling noise and population bias: at $N=26$ the importance-sampled $-\ln|O|$ moves from about 5.8 with 40 walkers to about 5.6 with 300, so it is known to about 0.1. The time step also matters at this coupling: reducing $\tau$ to $0.025/t$ lowers the free rate at $N=26$ from 0.134 to 0.126, while the importance-sampled rates stay within about 0.002 at smaller steps ($0.05/t$ for $N=26$, $0.025/t$ for $N=10$):

| $N$ | free: $-\ln\lvert O\rvert$ | $\kappa$ | importance-sampled: $-\ln\lvert O\rvert$ | $\kappa$ |
|---|---|---|---|---|
| 10 | 1.21 | 0.121 | 1.91 | 0.191 |
| 18 | 2.34 | 0.130 | 3.77 | 0.210 |
| 26 | 3.48 | 0.134 | 5.68 | 0.219 |

For 26 importance-sampled electrons, $\kappa=5.684/26=0.219$ and the typical overlap is $e^{-5.684}\approx0.003$. The geometric-mean cosine is $e^{-0.219}\approx0.80$. The overlap is the same as if every angle were about $37^\circ$, although the individual angles differ. A random space at half filling corresponds, in the large-system limit, to a cosine of $1/2$, or $60^\circ$. By this measure the walkers are closer to the trial state than random spaces are, yet their overlap falls by a factor of about $e^{5.684-1.914}\approx43$ between 10 and 26 electrons.

The formula $U/(16t)$ gives 0.25. This is above both measured rates at $N=26$: by 13 percent of the estimate for importance-sampled walkers and by 46 percent for free ones. One cause is visible in the derivation. Since $\ln(1+y)\le y$, replacing the logarithm by its first term overestimates $-\ln|O|$ for any given $T$. The distribution of $T$ also changes beyond leading order, and the two effects were not separated. The cause of the larger rate under importance sampling was not investigated. Beyond leading order the rate also depends on the choice of auxiliary field. A field coupled to the charge, $e^{i\gamma' x(n_\uparrow+n_\downarrow-1)}$ with $\cos\gamma'=e^{-\tau U/2}$, represents the same interaction up to a constant factor and has the same leading rate $U/(16t)$. Its free walk at $N=26$ nevertheless gives $\kappa\approx0.41$, above the estimate. The inequality therefore does not fix the sign of the deviation, and the values in the table belong to the spin field.

The sampling itself was checked on six sites at the same $U$ and $\tau$. The mixed estimate of the number of doubly occupied sites is 1.184 from walkers and 1.183 from projection in the complete many-electron space, while the trial state has 1.5.

Over the sizes in the table, the rate rises slowly. From 18 to 26 electrons, the importance-sampled logarithm grows by $(5.684-3.774)/8=0.239$ per added electron, somewhat above the average rate of 0.219; with 300 to 400 walkers the increment is about 0.23. The data support nearly linear growth over this range; they do not determine the infinite-size constant.

Individual walkers scatter around the mean. The standard deviation of $\ln|O|$ under importance sampling rises from 0.57 at $N=10$ to 1.06 at $N=26$ (1.00 with 300 walkers). Relative to the mean logarithm, it falls from 30 to 19 percent. The exponent thus becomes relatively better defined, although one standard deviation at $N=26$ still changes $|O|$ by a factor of $e^{1.055}\approx2.9$.

## When ordinary storage fails

The smallest normal double-precision number is $e^{-708.40}$; in single precision it is $e^{-87.34}$. Below these values, subnormal numbers can still hold the overlap, but with fewer and fewer digits, down to about $e^{-744.4}$ and $e^{-103.3}$. Taking the loss of full precision as the limit and setting $\kappa N$ equal to the first pair of exponents gives:

| walkers at half filling | $\kappa$ | $N$, single | $N$, double |
|---|---|---|---|
| free, $U=4t$ | 0.134 | 650 | 5300 |
| importance-sampled, $U=4t$ | 0.219 | 400 | 3200 |
| random spaces | 0.693 | 126 | 1022 |

The first two rows extrapolate from 26 electrons. Continuing instead with the last increment of 0.239 lowers the importance-sampled double-precision threshold to about $26+(708.4-5.7)/0.239\approx3000$. For this model, trial state and spin field, then, the normalized overlap alone does not force logarithmic storage in double precision at a few hundred electrons. In single precision it does so near that size. Another decoupling shifts the numbers: the free charge-field rate of 0.41 would give about 210 electrons in single and 1700 in double precision.

The unnormalized determinant can leave the floating-point range earlier or later, because

$$\ln|\det V^\dagger W|=\ln|O|+\tfrac12\ln\det V^\dagger V+\tfrac12\ln\det W^\dagger W,$$

and the last two terms depend on how the orbitals are scaled.

The failure can be seen directly with 1200 electrons in two random spin blocks, each with 600 electrons in 1200 orbitals. The expected logarithm is $-831.3$ and the sampled one is $-832.3$, so $|O|\approx10^{-361.5}$. Each block's determinant is representable, but their product is returned as zero.

The remedy is to store a phase and $\ell=\ln|O|$. Triangular factorization of $V^\dagger W$ supplies $\ln|\det V^\dagger W|$ as a sum of logarithms of the moduli of the pivots, without forming their product. For orthonormal orbitals this is $\ell$; otherwise the normalization terms above are subtracted. The stored number then grows in proportion to $N$, where the overlap itself shrinks exponentially. A ratio of moduli is

$$\frac{|O_2|}{|O_1|}=e^{\ell_2-\ell_1}.$$

When one orbital in the 1200-electron example is halved without renormalizing the walker, the unnormalized overlap must halve. The difference of logarithms returns 0.5000000000, whereas direct multiplication would leave $0/0$. For a sum over walkers, the largest $\ell$ is subtracted from all of them before exponentiating, so the largest term becomes 1.

The cost in accuracy is small. An absolute error $\delta$ in $\ell$ is a relative error of about $\delta$ in $|O|$. Rounding a stored value near 831 to double precision gives at most about $831\times2^{-53}\approx10^{-13}$, apart from errors made in the factorization.

Logarithmic storage does not cure a true orthogonality. If one angle reaches $\pi/2$, then $\ell=-\infty$, ratios with that overlap in the denominator are undefined, and the zero must be flagged. Close to such a point the determinant is also sensitive to errors in the orbitals. The logarithm extends the range of representable overlaps; it does not restore information lost in computing them.

## Numbers as computed

```
Small example, M = 6 orbitals, N = 3 electrons
principal angles (rad): [1.1008 0.812  0.439 ]
|O| from many-electron amplitudes: 0.28209291
|O| from product of cosines: 0.28209291
random spaces, mean |O|^2: sampled 0.04957, formula 0.05000
random spaces, mean ln|O|^2: sampled -3.7097, formula -3.7000
Random blocks: 1200 electrons, 1200 orbitals per spin
|O| by direct multiplication: 0.0
ln|O| sampled: -832.33, expected mean: -831.28
log10|O| sampled: -361.5
rate per electron, typical: 0.6927
rate per electron, from 1/C(M,N): 0.6900
long-system rate ln 2: 0.6931
overlap ratio recovered from logarithms: 0.5000000000
Hubbard ring, half filling, energies in t
sum(1/gap)/L^2 at L = 2002: 0.124921 1/t
resulting kappa/U: 0.062460 1/t; limit 0.062500 1/t
weak test: L = 18, U = 0.05 t, tau = 0.1 1/t
predicted kappa: 0.002881
measured kappa, free: 0.002815
measured kappa, importance-sampled: 0.002884
six sites, U = 4.0 t, mixed double occupancy (sites):
  projection 1.1830, walkers 1.1835, trial 1.5000
Worked example: U = 4.0 t, tau = 0.1 1/t, N = L electrons
free, N = 10: mean -ln|O| = 1.212, spread = 0.414, kappa = 0.1212
free, N = 18: mean -ln|O| = 2.336, spread = 0.589, kappa = 0.1298
free, N = 26: mean -ln|O| = 3.479, spread = 0.730, kappa = 0.1338
importance-sampled, N = 10: mean -ln|O| = 1.914, spread = 0.566, kappa = 0.1914
importance-sampled, N = 18: mean -ln|O| = 3.774, spread = 0.804, kappa = 0.2097
importance-sampled, N = 26: mean -ln|O| = 5.684, spread = 1.055, kappa = 0.2186
weak-coupling estimate U/(16 t): 0.2500
weak-field rate at L = 10, finite tau: 0.2313
weak-field rate at L = 18, finite tau: 0.2460
weak-field rate at L = 26, finite tau: 0.2518
underflow at -ln|O| = 87.34 (single), 708.40 (double)
underflow N, free walkers: 653 (single), 5294 (double)
underflow N, importance-sampled walkers: 399 (single), 3240 (double)
underflow N, random spaces: 126 (single), 1022 (double)
```
